# Adding Reflection-to-Transmission Ratios of Incoherent One-Channel Scatterers: verification in Python

```python
# Result under test: for one-channel scatterers in series without phase memory,
#   R/T = sum_i R_i/T_i,  so  1/T = 1 + sum_i rho_i  with  rho_i = R_i/T_i,
# and the two-terminal resistance is (h/2e^2) * (1 + sum_i rho_i).
# T_i, R_i: transmission and reflection probabilities of scatterer i.
# Energies are in eV from the subband bottom, lengths in nm, masses in
# units of the free-electron mass.
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.special import jn_zeros
from scipy.stats import unitary_group

rng = np.random.default_rng(7)
H2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # eV nm^2
R_UNIT = const.h / (2 * const.e**2) / 1e3                # kOhm


def transmission(energy, layers, left=None, right=None, lead_mass=0.04):
    """Solve the wave equation through layers (potential, mass, width).

    psi and psi'/mass are continuous; left and right are (potential, mass).
    """
    left = left or (0.0, lead_mass)
    right = right or (0.0, lead_mass)

    def wavenumber(potential, mass):
        return np.sqrt(mass * (energy - potential) / H2M + 0j)

    q_left = wavenumber(*left) / left[1]
    q_right = wavenumber(*right) / right[1]
    A, B, C, D = 1.0, 0.0, 0.0, 1.0
    for potential, mass, width in layers:
        k = wavenumber(potential, mass)
        c, s = np.cos(k * width), np.sin(k * width)
        up, down = s * mass / k, -s * k / mass
        A, B, C, D = (c * A + up * C, c * B + up * D,
                      down * A + c * C, down * B + c * D)
    two_over_t = D - 1j * q_right * B + (-C + 1j * q_right * A) / (1j * q_left)
    return 4 / np.abs(two_over_t)**2 * (q_right / q_left).real


def flux_balance(trans):
    """Right- and left-moving populations in each region, unit input at left."""
    n = len(trans)
    matrix = np.zeros((2 * n + 2, 2 * n + 2))
    source = np.zeros(2 * n + 2)
    matrix[0, 0] = 1
    source[0] = 1                       # unit population from the left
    matrix[1, 2 * n + 1] = 1            # nothing enters from the right
    for i, t in enumerate(trans):
        a0, a1, b0, b1 = i, i + 1, n + 1 + i, n + 2 + i
        matrix[2 + 2 * i, [a1, a0, b1]] = [1, -t, -(1 - t)]
        matrix[3 + 2 * i, [b0, a0, b1]] = [1, -(1 - t), -t]
    solution = np.linalg.solve(matrix, source)
    return solution[:n + 1], solution[n + 1:]


# ---- Additivity and local drops from the flux equations ----
random_T = rng.uniform(0.1, 0.95, 7)
a, b = flux_balance(random_T)
T_chain = a[-1]
random_rho = 1 / random_T - 1
assert abs((1 - T_chain) / T_chain - random_rho.sum()) < 1e-9
mean_population = (a + b) / 2
assert np.allclose(-np.diff(mean_population), T_chain * random_rho, atol=1e-10)
assert abs(1 - mean_population[0] - T_chain / 2) < 1e-10
assert abs(mean_population[-1] - T_chain / 2) < 1e-10
T1, T2 = random_T[:2]
bounce_sum = sum(T1 * T2 * ((1 - T1) * (1 - T2))**n for n in range(2000))
assert abs(bounce_sum - flux_balance([T1, T2])[0][-1]) < 1e-10

# ---- Example parameters ----
mass, fermi, temperature = 0.04, 0.100, 300.0
barriers = [(1.0, 0.5), (0.5, 1.5), (1.0, 0.7)]   # height eV, width nm
gaps = (40.0, 60.0)
mobility = 2000.0                                  # cm^2/Vs
diameter, bias = 12.0, 10.0                        # nm, mV
kT = const.k * temperature / const.e


def barrier_ratio(energy, height, width, m=mass):
    kappa = np.sqrt(m * (height - energy) / H2M)
    return (height**2 * np.sinh(kappa * width)**2
            / (4 * energy * (height - energy)))


def wire_path(energy, m=mass):
    """Backscattering length 2 v tau in nm; tau from the mobility."""
    speed = np.sqrt(2 * energy * const.e / (m * const.m_e))
    tau = mobility * 1e-4 * m * const.m_e / const.e
    return 2 * speed * tau * 1e9


def total_ratio(energy, m=mass, with_wire=True):
    total = sum(barrier_ratio(energy, v, d, m) for v, d in barriers)
    return total + (sum(gaps) / wire_path(energy, m) if with_wire else 0)


rho = np.array([barrier_ratio(fermi, v, d) for v, d in barriers])
T_bar = np.array([transmission(fermi, [(v, mass, d)]) for v, d in barriers])
assert np.allclose(1 / T_bar - 1, rho, rtol=1e-9)

# ---- Coherent barriers: averages over the spacing ----
k_fermi = np.sqrt(mass * fermi / H2M)
spacing = np.arange(128) * np.pi / k_fermi / 128
layer = [(v, mass, d) for v, d in barriers]
T_pair = transmission(fermi, [layer[0], (0.0, mass, spacing), layer[1]])
T_pair_flux = flux_balance(T_bar[:2])[0][-1]
assert abs(T_pair.mean() - T_pair_flux) < 1e-8
pair_ratio_mean = np.mean(1 / T_pair - 1)
assert abs(pair_ratio_mean - (rho[0] + rho[1] + 2 * rho[0] * rho[1])) < 1e-8
T_three = transmission(fermi, [layer[0], (0.0, mass, spacing[:, None]),
                               layer[1], (0.0, mass, spacing[None, :]),
                               layer[2]])
T_three_flux = flux_balance(T_bar)[0][-1]
three_ratio_mean = np.mean(1 / T_three - 1)
assert abs(1 + 2 * three_ratio_mean - np.prod(1 + 2 * rho)) < 1e-7
assert T_three.mean() < T_three_flux - 1e-3


# ---- Wave simulation: phases renewed at each passage, or frozen ----
def wave_simulation(renew, samples=20000, steps=240, burn=80):
    t, r = np.sqrt(T_bar), 1j * np.sqrt(1 - T_bar)
    fields = np.zeros((4, samples), complex)
    phases = np.exp(2j * np.pi * rng.random((4, samples)))
    collected = []
    for step in range(steps):
        if renew:
            phases = np.exp(2j * np.pi * rng.random((4, samples)))
        a1, b1, a2, b2 = fields
        if step >= burn:
            collected.append(np.mean(np.abs(t[2] * a2)**2))
        fields = phases * np.array([t[0] + r[0] * b1, r[1] * a1 + t[1] * b2,
                                    t[1] * a1 + r[1] * b2, r[2] * a2])
    return np.mean(collected)


T_renewed = wave_simulation(True)
T_frozen = wave_simulation(False)
# Sampling errors are about 0.2 % (renewed) and 1 % (frozen).
assert abs(T_renewed / T_three_flux - 1) < 0.015
assert abs(T_frozen / T_three.mean() - 1) < 0.04

# ---- Wire: walkers whose direction is randomized at rate 1/tau ----
path = wire_path(fermi)
rho_wire = sum(gaps) / path
free_path = path / 2                               # v tau
walkers, passed = 200000, 0
x, direction = np.zeros(walkers), np.ones(walkers)
while x.size:
    x = x + direction * rng.exponential(free_path, x.size)
    passed += np.count_nonzero(x > sum(gaps))
    x = x[(x >= 0) & (x <= sum(gaps))]
    direction = rng.choice([-1.0, 1.0], x.size)
T_walk = passed / walkers
assert abs(T_walk - 1 / (1 + rho_wire)) < 0.006    # sampling error 0.001

# ---- Many metal modes feeding one wire mode ----
S = unitary_group.rvs(6, random_state=3)
back = S[5, 5]                                     # reflection seen from wire
theta = 2 * np.pi * np.arange(4096) / 4096
r_far = 1j * np.sqrt(1 - T_bar[1]) * np.exp(1j * theta)
wire_amplitudes = S[5, :5, None] / (1 - back * r_far)
T_metal = np.mean(np.sum(np.abs(wire_amplitudes)**2, axis=0)) * T_bar[1]
rho_metal = abs(back)**2 / np.sum(np.abs(S[:5, 5])**2)
assert abs(1 / T_metal - 1 - rho_metal - rho[1]) < 1e-8

# ---- Two unmixed modes: averaged ratios do not add ----
mode_T = np.array([0.9, 0.1])
mode_pair = np.mean([flux_balance([t, t])[0][-1] for t in mode_T])
true_mode_ratio = 1 / mode_pair - 1
naive_mode_ratio = 2 * (1 / mode_T.mean() - 1)
assert abs(true_mode_ratio - naive_mode_ratio) > 0.1

# ---- Example result, with the wire placed after the first contact ----
all_rho = np.array([rho[0], rho_wire, rho[1], rho[2]])
a, b = flux_balance([T_bar[0], T_walk, T_bar[1], T_bar[2]])
resistance = R_UNIT * (1 + all_rho.sum())
assert abs(R_UNIT / a[-1] / resistance - 1) < 0.01  # T_walk is sampled
drops = bias * all_rho / (1 + all_rho.sum())
end_drop = bias / 2 / (1 + all_rho.sum())
assert abs(drops.sum() + 2 * end_drop - bias) < 1e-10
wrong_sum = R_UNIT * np.sum(1 + all_rho)

# ---- Sizes of neglected effects ----
E = np.linspace(1e-4, 0.45, 40001)


def thermal_weight(energy):
    return 1 / (4 * kT * np.cosh((energy - fermi) / (2 * kT))**2)


T_E = 1 / (1 + total_ratio(E))
g_thermal = trapezoid(thermal_weight(E) * T_E, E)
g_incoherent = trapezoid(thermal_weight(E)
                         / (1 + total_ratio(E, with_wire=False)), E)
stack = [layer[0], (0.0, mass, gaps[0]), layer[1],
         (0.0, mass, gaps[1]), layer[2]]
g_coherent = trapezoid(thermal_weight(E) * transmission(E, stack), E)
radius = diameter / 2
subband_gap = (H2M / mass / radius**2
               * (jn_zeros(1, 1)[0]**2 - jn_zeros(0, 1)[0]**2))
g_second = 2 * trapezoid(thermal_weight(E + subband_gap) * T_E, E)
rho_plug_heavy = 1 / transmission(fermi, [(0.5, 0.08, 1.5)]) - 1
metal = (-5.0, 1.0)
rho_contacts_metal = [1 / transmission(fermi, [layer[i]], left=metal) - 1
                      for i in (0, 2)]
R_heavy = R_UNIT * (1 + total_ratio(fermi, 0.05))
metal_resistivity = 20.0                           # microohm cm
spreading = metal_resistivity * 1e-8 / (2 * np.pi * radius * 1e-9)
oxide, permittivity = 5.0, 3.9
capacitance = (2 * np.pi * const.epsilon_0 * permittivity * gaps[1] * 1e-9
               / np.log((radius + oxide) / radius))
charging = const.e / (2 * capacitance) * 1e3       # meV

print(f"effective mass {mass} m_e; Fermi energy {fermi:.3f} eV")
print(f"temperature {temperature:.0f} K; kT = {kT*1e3:.2f} meV")
for name, (v, d), t, q in zip(("contact 1", "plug", "contact 2"),
                              barriers, T_bar, rho):
    print(f"{name}: height {v} eV, width {d} nm, T = {t:.4f}, R/T = {q:.4f}")
print(f"wire sections {gaps[0]:.0f} and {gaps[1]:.0f} nm; "
      f"mobility {mobility:.0f} cm2/Vs")
print(f"backscattering length 2 v tau = {path:.2f} nm")
print(f"wire R/T = {rho_wire:.4f}; T = {1/(1+rho_wire):.4f}")
print(f"wire T from random walk = {T_walk:.4f}")
print(f"sum of R/T = {all_rho.sum():.4f}; total T = {1/(1+all_rho.sum()):.4f}")
print(f"h/(2e^2) = {R_UNIT:.4f} kOhm")
print("added resistances contact 1, wire, plug, contact 2 = "
      + ", ".join(f"{R_UNIT*q:.2f}" for q in all_rho) + " kOhm")
print(f"two-terminal resistance = {resistance:.2f} kOhm")
print(f"wrong sum of separate two-terminal values = {wrong_sum:.2f} kOhm")
print(f"bias {bias:.0f} mV; current = {bias/resistance*1e3:.1f} nA")
print("drops contact 1, wire, plug, contact 2 = "
      + ", ".join(f"{q:.3f}" for q in drops) + " mV")
print(f"drop at each reservoir = {end_drop:.3f} mV")
print("-- coherence, barriers only, at the Fermi energy --")
print(f"contact 1 + plug: incoherent T = {T_pair_flux:.4f}, "
      f"phase mean T = {T_pair.mean():.4f}")
print(f"contact 1 + plug: summed R/T = {rho[:2].sum():.4f}, "
      f"phase mean R/T = {pair_ratio_mean:.4f}")
print(f"three barriers: incoherent T = {T_three_flux:.4f}, "
      f"phase mean T = {T_three.mean():.4f}")
print(f"three barriers: summed R/T = {rho.sum():.4f}, "
      f"phase mean R/T = {three_ratio_mean:.4f}")
print(f"simulation: renewed phases T = {T_renewed:.4f}, "
      f"frozen phases T = {T_frozen:.4f}")
print(f"coherent resistance range = {R_UNIT/T_three.max():.2f} to "
      f"{R_UNIT/T_three.min():.2f} kOhm")
print("-- two unmixed modes, T = 0.9 and 0.1, two equal interfaces --")
print(f"true mode-averaged R/T = {true_mode_ratio:.4f}; "
      f"naive sum = {naive_mode_ratio:.4f}")
print("-- neglected effects --")
print(f"resistance with thermal spread = {R_UNIT/g_thermal:.2f} kOhm")
print(f"thermal, barriers only: incoherent {R_UNIT/g_incoherent:.2f}, "
      f"coherent {R_UNIT/g_coherent:.2f} kOhm")
print(f"wire diameter {diameter:.0f} nm; second subband "
      f"{subband_gap*1e3:.1f} meV above first")
print(f"second-subband share of first conductance = "
      f"{100*g_second/g_thermal:.3f} %")
print(f"plug R/T with mass 0.08 in plug = {rho_plug_heavy:.4f}")
print("contact R/T with metal lead (5 eV deep, mass 1) = "
      + ", ".join(f"{q:.4f}" for q in rho_contacts_metal))
print(f"resistance with mass 0.05 throughout = {R_heavy:.2f} kOhm")
print(f"metal resistivity {metal_resistivity:.0f} microohm cm; "
      f"hemispherical spreading = {spreading:.2f} Ohm")
print(f"gate oxide {oxide:.0f} nm, permittivity {permittivity}; "
      f"60 nm section e^2/(2C) = {charging:.2f} meV")
print("all tests passed")
```

Printed output:

```
effective mass 0.04 m_e; Fermi energy 0.100 eV
temperature 300 K; kT = 25.85 meV
contact 1: height 1.0 eV, width 0.5 nm, T = 0.5850, R/T = 0.7095
plug: height 0.5 eV, width 1.5 nm, T = 0.3329, R/T = 2.0041
contact 2: height 1.0 eV, width 0.7 nm, T = 0.4004, R/T = 1.4972
wire sections 40 and 60 nm; mobility 2000 cm2/Vs
backscattering length 2 v tau = 85.31 nm
wire R/T = 1.1722; T = 0.4604
wire T from random walk = 0.4600
sum of R/T = 5.3830; total T = 0.1567
h/(2e^2) = 12.9064 kOhm
added resistances contact 1, wire, plug, contact 2 = 9.16, 15.13, 25.87, 19.32 kOhm
two-terminal resistance = 82.38 kOhm
wrong sum of separate two-terminal values = 121.10 kOhm
bias 10 mV; current = 121.4 nA
drops contact 1, wire, plug, contact 2 = 1.112, 1.836, 3.140, 2.346 mV
drop at each reservoir = 0.783 mV
-- coherence, barriers only, at the Fermi energy --
contact 1 + plug: incoherent T = 0.2693, phase mean T = 0.2693
contact 1 + plug: summed R/T = 2.7136, phase mean R/T = 5.5574
three barriers: incoherent T = 0.1919, phase mean T = 0.1674
three barriers: summed R/T = 4.2108, phase mean R/T = 23.6962
simulation: renewed phases T = 0.1922, frozen phases T = 0.1663
coherent resistance range = 12.91 to 1168.77 kOhm
-- two unmixed modes, T = 0.9 and 0.1, two equal interfaces --
true mode-averaged R/T = 1.2967; naive sum = 2.0000
-- neglected effects --
resistance with thermal spread = 84.75 kOhm
thermal, barriers only: incoherent 68.83, coherent 78.82 kOhm
wire diameter 12 nm; second subband 235.4 meV above first
second-subband share of first conductance = 0.323 %
plug R/T with mass 0.08 in plug = 3.8523
contact R/T with metal lead (5 eV deep, mass 1) = 0.5805, 1.1894
resistance with mass 0.05 throughout = 97.99 kOhm
metal resistivity 20 microohm cm; hemispherical spreading = 5.31 Ohm
gate oxide 5 nm, permittivity 3.9; 60 nm section e^2/(2C) = 3.73 meV
all tests passed
```
